Shot noise from transmission eigenvalues: general formulas and double-barrier conductors

Examination question: shot noise of three multichannel conductors

Setting

A phase-coherent conductor joins a left and a right reservoir through ideal leads. Scattering is elastic, the temperature is zero and the bias is V. For each spin direction the scattering matrix

S = [[r, t′], [t, r′]]

is unitary: t transmits from left to right, r reflects on the left side and r′ on the right side. The eigenvalues of t†t are T_n, with 0 ≤ T_n ≤ 1, the same for both spins. Brackets ⟨ ⟩ denote the average over an ensemble of conductors, ρ(T) = ⟨Σ_n δ(T − T_n)⟩ and g = ⟨ΣT⟩. The zero-frequency noise is S_I = 2∫dt ⟨δI(t)δI(0)⟩, and the Fano factor F is defined by ⟨S_I⟩ = 2e⟨I⟩F. SI units are used.

Part (a). Find the generating function of the number n of transmitted electrons when every left channel carries one incoming electron and the right channels are empty. Give the first three cumulants, and express I, S_I and F through the T_n.

Model answer (a)

After scattering, the electron that came in through left channel a is in the orbital φ_a, column a of S, and the state is the Slater determinant of these orbitals. Let P project on the right lead. The operator exp(iχn) multiplies each orbital by the one-body operator exp(iχP), which equals 1 + (e^{iχ} − 1)P because P² = P. The overlap of two Slater determinants is the determinant of the orbital overlaps. Unitarity gives ⟨φ_a|φ_b⟩ = δ_ab, and ⟨φ_a|P|φ_b⟩ = (t†t)_ab, so the quantum expectation value is

E[e^{iχn}] = det(1 + (e^{iχ} − 1) t†t) = Π_n (1 + T_n(e^{iχ} − 1)).

Each eigenchannel is an independent trial with success probability T_n. Put u = iχ and D = 1 + T(e^u − 1). Then d ln D/du = Te^u/D ≡ p, and since dD/du = Te^u, dp/du = p − p² and d²p/du² = (1 − 2p)(p − p²). At u = 0, p = T, so the cumulants are

C₁ = ΣT, C₂ = ΣT(1 − T), C₃ = ΣT(1 − T)(1 − 2T).

This situation is realised at the energies inside the window of width eV. Below the window both sides are filled, the determinant becomes det(S†e^{iχP}S) = e^{iχ tr P}, so n is sharp and equal to the number that came in from the right, and there is neither current nor noise. A stream of duration τ fills a length vτ of lead and holds vτ dk/2π = τ dE/h states per channel, so a long time τ contains eVτ/h trials per channel and spin, independent because elastic scattering does not mix energies. With S taken constant over the window and two spins,

I = e · 2(eV/h) ΣT = (2e²/h) V ΣT.

The variance of the charge is the double time integral of the current correlator, Var Q = τS_I/2 for long τ, so

S_I = 2e² · 2(eV/h) ΣT(1 − T).

Averaging both over the ensemble and dividing,

F = ⟨ΣT(1 − T)⟩/⟨ΣT⟩ = 1 − (∫T²ρ dT)/(∫Tρ dT).

F is a ratio of averages. 1 − F is the mean of T when each channel is weighted by the current it carries. If S varies over the window, the average over energy takes the place of the ensemble average.

Part (b). Each of N independent modes crosses two identical barriers of transmission Γ and reflection R = 1 − Γ, and the round-trip phases are uniformly distributed. Find ρ(T), its form for Γ ≪ 1, and F in that limit and at finite Γ. Find F also for unequal barriers.

Model answer (b)

Give barrier j the amplitudes √Γ_j and i√R_j, which form a unitary 2×2 matrix, and let θ be the one-way phase. Each round trip multiplies the amplitude by (i√R₁)(i√R₂)e^{2iθ} = q e^{iφ}, with q = √(R₁R₂) and φ = 2θ + π. The geometric series gives

T = Γ₁Γ₂/|1 − q e^{iφ}|² = Γ₁Γ₂/(1 + q² − 2q cos φ).

For equal barriers q = R, and 1 + R² − 2R cos φ = Γ² + 2R(1 − cos φ). With u = 1/T,

u = 1 + (w/2)(1 − cos φ), w = 4R/Γ².

The largest value is 1 + w = (Γ² + 4 − 4Γ)/Γ² = (2 − Γ)²/Γ² ≡ 1/T₀. Since T is even in φ, take φ uniform on [0, π] with density 1/π. Then du/dφ = (w/2) sin φ, and (u − 1)(1/T₀ − u) = (w/2)²(1 − cos φ)(1 + cos φ) = (du/dφ)², so u has density 1/(π√((u − 1)(1/T₀ − u))). Using |du/dT| = 1/T² and (u − 1)(1/T₀ − u) = (1 − T)(T − T₀)/(T²T₀),

ρ(T) = N√T₀/(π T √((1 − T)(T − T₀))), T₀ ≤ T ≤ 1, √T₀ = Γ/(2 − Γ).

The substitution T = (1 + T₀)/2 + ((1 − T₀)/2) cos α turns dT/√((1 − T)(T − T₀)) into dα on [0, π]. Hence ∫Tρ dT = N√T₀ = g and ∫T²ρ dT = g(1 + T₀)/2, the cosine averaging to zero. Exactly, in this model,

F = (1 − T₀)/2 = 2(1 − Γ)/(2 − Γ)².

For Γ ≪ 1 and T ≫ T₀ ≈ Γ²/4 one may drop T₀ under the root:

ρ(T) = g/(π T^{3/2} √(1 − T)).

To average over this form put T = sin²α, so that dT/√(T(1 − T)) = 2dα on [0, π/2]. The moments per unit g are m_k = (2/π)J_{2k−2}, with J_{2k} = ∫₀^{π/2} sin^{2k}α dα. Integration by parts gives J_{2k} = (2k − 1)(J_{2k−2} − J_{2k}), that is J_{2k} = J_{2k−2}(2k − 1)/(2k), with J₀ = π/2, so (2/π)J_{2k} = 1, 1/2, 3/8, 5/16 for k = 0 to 3. Thus m₁ = 1, m₂ = 1/2, m₃ = 3/8 and

F = 1 − 1/2 = 1/2.

The limiting density is not integrable at T → 0, where the true one stops at T₀, but Tρ is integrable, and the exact F lies below 1/2 by T₀/2 only. Merely truncating the limiting density at T₀ would remove the fraction 2√T₀/π of m₁ and lower F by about √T₀/π; the exact density, which has √(T − T₀) in place of √T, puts that weight back. The formula gives F = 0.444444, 0.498615 and 0.499987 for Γ = 0.5, 0.1 and 0.01. The current is carried by the resonances: near φ = 0, T = 1/(1 + ε²) with ε = φ/Γ to leading order in Γ, and ∫T dε = π, ∫T² dε = π/2 give the same 1/2.

For unequal barriers expand 1/(1 − qe^{iφ}) = Σ q^m e^{imφ} and 1/(1 − qe^{iφ})² = Σ (m + 1) q^m e^{imφ}. The phase average of the squared modulus keeps the diagonal terms. With y = q² = R₁R₂, Σy^m = 1/(1 − y), and Σ(m + 1)²y^m = d/dy[y/(1 − y)²] = (1 + y)/(1 − y)³. Therefore

F = 1 − Γ₁Γ₂(1 + R₁R₂)/(1 − R₁R₂)².

For small Γ_j, 1 − R₁R₂ → Γ₁ + Γ₂ and 1 + R₁R₂ → 2, so F → (Γ₁² + Γ₂²)/(Γ₁ + Γ₂)², which is 1/2 only for equal barriers and tends to 1 when one barrier dominates. The pair 0.003, 0.001 gives 0.625187, near the limit 5/8 for this ratio, and the pair 0.3, 0.1 gives 0.642805.

Uniform phases arise when the modes, or the bias window, sample the resonance period evenly: a window over which φ advances linearly through a whole number of periods does so exactly, and one that covers many resonances does so approximately. A single mode at small bias has F = 1 − T, anywhere between 0 and 1 − T₀. Mixing of the forward-moving modes by a unitary matrix U does not spoil the result: then t = Γ(1 + RU)⁻¹U is a function of U, so T_n = Γ²/|1 + Re^{iϑ_n}|² with ϑ_n the eigenphases, and these have uniform density for Haar-random U because U and e^{iβ}U are equally probable. Monte Carlo sampling of this t with 100 modes and Γ = 0.1 (Haar matrices from the QR decomposition of complex Gaussian matrices, T_n from singular values) gives F = 0.5012 ± 0.0057, the uncertainty being one standard error here and below.

Part (c). A chaotic cavity without time-reversal symmetry has two ideal leads of N channels each, and S is Haar-distributed in U(2N). Find ρ(T) at finite N and for N ≫ 1, and F in both cases. Find F for leads with N₁ and N₂ channels.

Model answer (c)

The first N columns of S form a 2N×N matrix Y with blocks r and t and Y†Y = 1. The measure dr dt δ(r†r + t†t − 1) is unchanged under Y → UY, and U(2N) carries any such Y into any other, so it is the unique invariant measure and equals the Haar distribution of Y. Consider

K(W) = ∫dr δ(r†r − W)

for a positive Hermitian W, and put r = r₀W^{1/2}. Each of the N rows is a complex vector multiplied by W^{1/2}, with real Jacobian |det W^{1/2}|² = det W, so dr = (det W)^N dr₀. The argument of the delta function is W^{1/2}(r₀†r₀ − 1)W^{1/2}. In the eigenbasis of W the map X → W^{1/2}XW^{1/2} multiplies X_ii by w_i and both Re X_ij and Im X_ij by √(w_iw_j), so its determinant is Π_i w_i Π_{i<j} w_iw_j = (det W)^N. The two factors cancel and K is constant. Integrating out r therefore leaves t uniform on the region t†t ≤ 1, and the same constancy applied to ∫dt δ(t†t − W) shows that W = t†t is uniform among Hermitian matrices with 0 ≤ W ≤ 1.

Write W = V T̂ V† with T̂ diagonal. Then V†dW V = dT̂ + [dΩ, T̂] with dΩ = V†dV. The off-diagonal element is dΩ_ij(T_j − T_i), and its real and imaginary parts each contribute a factor |T_i − T_j|. Hence

P(T₁, …, T_N) ∝ Π_{i<j}(T_i − T_j)².

The product Π(T_i − T_j) is the determinant of the powers T_i^n, n = 0, …, N − 1, and column operations replace the powers by any polynomials of the same degrees, up to a constant. Choose the orthonormal ones on [0, 1], p_n = √(2n + 1) P_n(x) with x = 2T − 1 and P_n the Legendre polynomials. P is then the squared modulus of a Slater determinant, whose one-body density is

ρ_N(T) = Σ_{n<N} (2n + 1) P_n(2T − 1)².

The Legendre recurrence (2n + 1)xP_n = (n + 1)P_{n+1} + nP_{n−1} becomes x p_n = a_{n+1}p_{n+1} + a_n p_{n−1} with a_n = n/√(4n² − 1). So x is a tridiagonal matrix A in this basis, and ∫x^kρ_N dT = Σ_{n<N}(A^k)_nn. The element (A^k)_nn involves only a_m with m within k of n, and a_m → 1/2. A uniform chain with hopping 1/2 has eigenvectors e^{inθ} and eigenvalues cos θ, so (A^k)_nn → ∫dθ cos^kθ/2π, and the average over n < N has the same limit. Moments fix a distribution on a bounded interval, because polynomials approximate every continuous function there. So x = cos θ with θ uniform on [0, π]. With |dT/dθ| = (sin θ)/2 = √(T(1 − T)),

ρ(T) = N/(π√(T(1 − T))), N ≫ 1,

in the sense of averages of smooth functions. With T = sin²α, ρ dT = N(2/π)dα, and the moments per channel are the numbers of part (b): m₁ = 1/2, m₂ = 3/8, m₃ = 5/16. Hence

F = 1 − (3/8)/(1/2) = 1/4.

At finite N, A has zero diagonal, so g = N/2. Also T(1 − T) = (1 − x²)/4 and (A²)_nn = a_n² + a_{n+1}², with a_n² = 1/4 + 1/(4(4n² − 1)), valid also for a₀ = 0. Since 1/(4n² − 1) = ½[1/(2n − 1) − 1/(2n + 1)], the sum from 1 to N is N/(2N + 1) and the sum from 0 to N − 1 is −1 + (N − 1)/(2N − 1) = −N/(2N − 1). Together they give −2N/(4N² − 1). Then Σ(A²)_nn = N/2 − N/(2(4N² − 1)) and

⟨ΣT(1 − T)⟩ = (N/8)[1 + 1/(4N² − 1)] = N³/(2(4N² − 1)), F = N²/(4N² − 1),

which is 0.333333, 0.266667, 0.250627 and 0.250010 for N = 1, 2, 10 and 80.

For unequal leads let M = N₁ + N₂. A row or column of S is a uniform unit vector s in M complex dimensions. Write a vector of independent complex Gaussians with ⟨|z_i|²⟩ = 1 as z = λs, with length λ independent of s. From ⟨|z₁|⁴⟩ = 2, ⟨|z₁|²|z₂|²⟩ = 1 and ⟨λ⁴⟩ = 2M + M(M − 1) = M(M + 1),

⟨|s₁|⁴⟩ = 2/(M(M + 1)), ⟨|s₁|²|s₂|²⟩ = 1/(M(M + 1)).

For a ≠ c, multiply Σ_d S_cd S*_ad = 0 by S_ab S*_cb. The term d = b averages to 1/(M(M + 1)), and the other M − 1 terms are equal by permutation symmetry, so each is X = −1/(M(M² − 1)). In tr(tt†)² = Σ t_ab t*_cb t_cd t*_ad, with a, c in lead 2 and b, d in lead 1, there are N₁N₂ terms with a = c, b = d, N₁N₂(N₁ − 1) with only a = c, N₁N₂(N₂ − 1) with only b = d, and the rest equal X. Since 2 + (N₁ − 1) + (N₂ − 1) = M,

⟨ΣT²⟩ = N₁N₂[1/(M + 1) − (N₁ − 1)(N₂ − 1)/(M(M² − 1))].

With g = N₁N₂/M, 1/M − 1/(M + 1) = (M − 1)/(M(M² − 1)) and (N₁ − 1)(N₂ − 1) = N₁N₂ − M + 1,

⟨ΣT(1 − T)⟩ = N₁²N₂²/(M(M² − 1)), F = N₁N₂/(M² − 1).

This reproduces the symmetric result and gives 0.1875 for N₁ = 20, N₂ = 60. For large leads F → N₁N₂/M², which is 1/4 only when N₁/N₂ → 1 and smaller otherwise. At finite size 4N₁N₂ = M² − (N₁ − N₂)² shows that F is exactly 1/4 when the leads differ by one channel, and above 1/4 by 1/(4(M² − 1)) when they are equal.

At small N the ratio of averages differs from the average over samples of ΣT(1 − T)/ΣT. Monte Carlo sampling of Haar matrices at N = 2 gives 0.2670 ± 0.0006 for the first and 0.2917 for the second, while at N = 40 they are 0.2499 ± 0.0004 and 0.2500. With time-reversal symmetry S is symmetric and the derivation above does not apply. Sampling S = UᵀU at N = 40 gives F = 0.2525 ± 0.0005, slightly above 1/4; that this excess vanishes as N grows is not derived here.

Part (d). A wire with N channels is lengthened on its right end by a thin slice of length δL, statistically independent of the wire. The slice reflects waves arriving from the left with a matrix r₁ obeying ⟨(r₁)_ab (r₁*)_cd⟩ = (δs/N) δ_ac δ_bd and ⟨r₁⟩ = ⟨(r₁)_ab(r₁)_cd⟩ = 0, with higher moments of order δs², where δs = δL/l defines l. Derive the evolution of τ_k = tr(t†t)^k/N with s = L/l, find g and F at any s for large N, and find ρ(T) for s ≫ 1 and the F that it gives.

Model answer (d)

The stated correlator has no term δ_ad δ_bc, so r₁ is not symmetric: like the cavity of part (c), this wire lacks time-reversal symmetry. With that symmetry the variance of ΣT is about twice as large, and g and F acquire corrections that matter at finite g; these are not derived here. Summing the reflections between wire and slice, t_new = t₁(1 − r′r₁)⁻¹t. Unitarity of the slice gives t₁†t₁ = 1 − r₁†r₁, so W = t†t becomes

W_new = t†(1 − r₁†r′†)⁻¹(1 − r₁†r₁)(1 − r′r₁)⁻¹t = W + δ₁ + δ₂ + …,

δ₁ = t†(r′r₁ + r₁†r′†)t,

δ₂ = t†[r₁†r′†r′r₁ − r₁†r₁ + (r′r₁)² + (r₁†r′†)²]t.

The slice average gives ⟨r₁†Br₁⟩ = ⟨r₁Br₁†⟩ = (δs/N) tr B for any fixed B, and the squares in δ₂ average to zero. The lower block of SS† = 1 reads r′r′† = 1 − tt†, so tr(r′†r′ − 1) = −Nτ₁ and ⟨δ₂⟩ = −δs τ₁W. The first-order change of tr W^k is k tr(W^{k−1}⟨δ₂⟩) = −k δs Nτ₁τ_k.

At second order two of the k factors in the trace are replaced by δ₁. There are k choices for one position and the other follows after j factors W, and each pair is so counted twice, which gives (k/2) Σ_{i+j=k−2} tr(W^iδ₁W^jδ₁). Only the two terms with one r₁ and one r₁† survive. The first is

⟨tr(W^i t†r′ r₁ tW^jt† r₁† r′†t)⟩ = (δs/N) tr(W^{j+1}) tr(W^i t†(1 − tt†)t) = δs N τ_{j+1}(τ_{i+1} − τ_{i+2}).

The second is the same with i and j exchanged, which doubles the sum. Dividing by N δs,

d⟨τ_k⟩/ds = ⟨−kτ₁τ_k + k Σ_{i+j=k−2} τ_{j+1}(τ_{i+1} − τ_{i+2})⟩.

The products τ_{j+1}τ_{i+2} are the terms τ_aτ_b with a + b = k + 1 and b ≥ 2, and τ_kτ₁ supplies b = 1. If averages of products factorise,

dτ_k/ds = k[Σ_{a+b=k} τ_aτ_b − Σ_{a+b=k+1} τ_aτ_b], a, b ≥ 1, τ_k(0) = 1.

The regime of the factorisation follows from the fluctuation of τ₁. One slice changes Nτ₁ at first order by y + y*, with y = tr(r₁ tt†r′) and ⟨|y|²⟩ = (δs/N) tr(tt†r′r′†tt†) = δs(τ₂ − τ₃). The drift −τ₁², linearised, damps a deviation at the rate 2τ₁. For small fluctuations, d Var τ₁/ds = −4τ₁ Var τ₁ + 2(τ₂ − τ₃)/N², and τ₂ − τ₃ ≤ τ₁ gives Var τ₁ ≤ 1/(2N²). Relative to τ₁² this bound is 1/(2g²). Factorisation is thus safe for g ≫ 1; the other τ_k are taken to fluctuate on the same scale.

For k = 1, dτ₁/ds = −τ₁², so with u = 1 + s, τ₁ = 1/u and g = N/(1 + s). The condition g ≫ 1 is s ≪ N. In a long wire it is also needed: with τ₂ − τ₃ → (2/3 − 8/15)/u from the coefficients found below, the variance equation reads d(u⁴ Var τ₁)/du = 4u³/(15N²), so Var(Nτ₁) → 1/15. The fluctuation relative to the mean, 1/(√15 g), is no longer negligible once g falls to order one, and the closed equations then cannot be trusted. For k = 2, dτ₂/du = 2/u² − 4τ₂/u, so d(u⁴τ₂)/du = 2u² and u⁴τ₂ = 2u³/3 + 1/3, the constant fixed by τ₂ = 1 at u = 1. Therefore

F(s) = 1 − τ₂/τ₁ = [1 − (1 + s)⁻³]/3,

which vanishes for the ballistic wire, s = 0.

For k ≥ 2 the second sum contains τ₁τ_k twice, and all other terms involve only τ_a with a < k. Suppose τ_a → c_a/u for a < k. Then d(u^{2k}τ_k)/du → σ_k u^{2k−2}, with σ_k built from those c_a, and τ_k → c_k/u with

(2k − 1)c_k = σ_k = k[Σ_{a+b=k} c_ac_b − Σ_{a+b=k+1; a,b≥2} c_ac_b], c₁ = 1.

This fixes every c_k: 3c₂ = 2, 5c₃ = 3(4/3 − 4/9) = 8/3, and in sequence 1, 2/3, 8/15, 16/35, 128/315, 256/693. Restoring the two terms c₁c_k, the recursion reads c_k = k[Σ_{a+b=k+1} − Σ_{a+b=k}]c_ac_b for all k ≥ 1. The bracket is the coefficient of z^k in γ²(1/z − 1), where γ(z) = Σc_kz^k, so

γ = z d/dz[γ²(1 − z)/z].

Put z = sin²φ and γ = f tan φ. Then z d/dz = ½ tan φ d/dφ and γ²(1 − z)/z = f², so the equation is f tan φ = tan φ · f df/dφ, that is df/dφ = 1. Since γ ≈ z ≈ φ² at small φ, f = φ and γ = φ tan φ.

Now write T = sech²x and try a uniform density of x on x > 0. Its generating function is Σ_k z^k∫sech^{2k}x dx = ∫ z sech²x dx/(1 − z sech²x). With v = tanh x, dv = sech²x dx and sech²x = 1 − v², it equals

∫₀¹ z dv/(1 − z + zv²) = ∫₀¹ tan²φ dv/(1 + v² tan²φ) = tan φ · arctan(tan φ) = φ tan φ.

So ⟨ΣT^k⟩ = g∫₀^∞ sech^{2k}x dx for all k ≥ 1. These are all the moments of the finite measure Tρ dT on [0, 1], which they determine. The density of x is g, and |dT/dx| = 2 sech²x tanh x = 2T√(1 − T) gives the Dorokhov density

ρ(T) = g/(2T√(1 − T)), 1 ≪ s ≪ N.

Averaging in the variable v, ⟨ΣT⟩ = g∫₀¹dv = g and ⟨ΣT(1 − T)⟩ = g∫₀¹v² dv = g/3, because 1 − T = v². Hence

F = 1/3.

The density holds infinitely many closed channels at T → 0, while the wire has N. Cutting it at x = X stops the integrals at v = tanh X and gives F = (tanh²X)/3, which is 0.193342 at X = 1 and 0.330045 at X = 3. Placing N channels at density g needs X = N/g = 1 + s, and the cutoff then lowers F by (sech²X)/3, exponentially small in s. The power-law term (1 + s)⁻³ in F(s) is much larger for s ≫ 1, so it is not produced by such a cutoff.

A numerical model of the wire is a chain of weak scatterers, each reflecting every channel with R/Γ = 0.04, with the right-moving modes mixed by a Haar matrix before each scatterer and s equal to 0.04 times the number of scatterers. The effective r₁ is √R times a Haar matrix, which has the required second moments to first order in 0.04. Composing the scattering matrices for N = 32 and 48 samples gives F = 0.2969 ± 0.0009, 0.3257 ± 0.0013 and 0.3246 ± 0.0042 at s = 1, 2 and 6, where F(s) is 0.2917, 0.3210 and 0.3324, and τ₁ = 0.5002, 0.3317 and 0.1455, where 1/(1 + s) is 0.5000, 0.3333 and 0.1429. At s = 1 and 2 the chain lies above F(s) by several standard errors. The expansion drops terms of order δs² per slice, which add up to a correction of order δs; that they account for this excess is a conjecture. At s = 6 the chain lies below F(s) by less than two standard errors. There the mean number of x_n below 0.5, 1.0 and 2.0, divided by N/(1 + s), is 0.538, 1.025 and 1.992, close to the uniform values 0.5, 1.0 and 2.0.

Part (e). Compute ⟨C₃⟩/⟨C₁⟩ for the three limiting densities. Compare each F with the value that all channels would give if each had the mean transmission.

Model answer (e)

Since T(1 − T)(1 − 2T) = T − 3T² + 2T³, the ratio is (m₁ − 3m₂ + 2m₃)/m₁. It refers to the cumulant of each sample averaged over the ensemble, and does not include sample-to-sample variation of the current. For the wire m₃ = ∫₀¹(1 − v²)²dv = 1 − 2/3 + 1/5 = 8/15.

Wire: 1 − 2 + 16/15 = 1/15.

Cavity: (1/2 − 9/8 + 5/8)/(1/2) = 0.

Barrier: 1 − 3/2 + 3/4 = 1/4.

The zero follows from symmetry: the cavity density is even under T → 1 − T and the summand of C₃ is odd.

With one common transmission T̄ = g/N the Fano factor would be 1 − T̄, that is s/(1 + s) → 1 for the long wire, 1/2 for the cavity and 1 − √T₀ → 1 for the opaque double barrier. The current-weighted means of T are instead 2/3, 3/4 and 1/2. The inequality ∫T²ρ ∫ρ ≥ (∫Tρ)² shows that any spread of the T_n at fixed g and N lowers F. Channels with T near 1 carry current with little noise, since each contributes T(1 − T). How much of the current they carry differs between the densities: integrating Tρ, the channels with T > 1/2 carry the fraction 1/√2 ≈ 0.71 in the wire, 1/2 + 1/π ≈ 0.82 in the cavity and exactly 1/2 in the opaque double barrier, where Tρ is symmetric about T = 1/2.

Part (f). Three model conductors are biased at V = 1.0×10⁻⁴ V: a wire with N = 220 and s = 10, a symmetric cavity with N = 40, and a double barrier with N = 380 and Γ = 0.1. Find G, I and S_I, taking 2e²/h = 7.748092×10⁻⁵ S.

Model answer (f)

The three values of g are 220/11 = 20, 40/2 = 20 and 380 × 0.052632 = 20.00, where √T₀ = 0.1/1.9 = 0.052632. As ensemble averages, all three therefore have

G = 20 × 7.748092×10⁻⁵ S = 1.54962×10⁻³ S,

I = GV = 1.54962×10⁻⁷ A, 2eI = 4.96552×10⁻²⁶ A²/Hz.

Each channel receives eV/h = 2.418×10¹⁰ electrons per second and spin. The finite-parameter Fano factors are

wire: (1 − 1/11³)/3 = 0.333083,

cavity: 40²/(4 × 40² − 1) = 0.250039,

barrier: (1 − 2.7701×10⁻³)/2 = 0.498615.

The last two are exact in their models. The wire and cavity values refer to broken time-reversal symmetry, as in parts (c) and (d). All values in this part are ensemble averages, and a single sample scatters about them: for the wire the rms of ΣT is about 1/√15 = 0.26, and for the barrier with independent phases Var ΣT = g(1 + T₀)/2 − g²/N = 10.03 − 1.05 = 8.98, an rms of 3.0, which is 15% of g. The wire value is a large-N result, and the bound 1/(2g²) on the neglected relative variance of τ₁ is comparable with the term 1/11³, so, with the covariance of τ₁ and τ₂ assumed to be of the same relative size, only F ≈ 0.333 is kept. The wire's g = N/(1 + s) is a large-N value as well, so the last digits of G and I above hold only for the cavity and the barrier. Multiplying by 2eI,

wire: 0.333 × 4.966×10⁻²⁶ = 1.65×10⁻²⁶ A²/Hz, √S_I = 129 fA/√Hz,

cavity: 0.250039 × 4.96552×10⁻²⁶ = 1.2416×10⁻²⁶ A²/Hz, √S_I = 111.4 fA/√Hz,

barrier: 0.498615 × 4.96552×10⁻²⁶ = 2.4759×10⁻²⁶ A²/Hz, √S_I = 157.3 fA/√Hz.

The mean conductance cannot tell these conductors apart, since it measures only ΣT, while the noise adds ΣT². The numbers assume the sharp window of part (a). At finite temperature G and I are unchanged as long as S is constant over the smeared window, because the difference of the two occupations still integrates to eV. The noise is not unchanged, since the occupations themselves fluctuate, and the values of S_I hold only when k_B times the temperature is very small compared with eV, which here corresponds to 1.16 K. At one tenth of eV the cavity already has S_I/2eI = 0.40 in place of 0.25, a finite-temperature result not derived here.
